# Exponents of one-dimensional Kardar-Parisi-Zhang growth from two symmetries

## The form of the answer

Let $h(x,t)$ be the height of a growing line above its base line. The Kardar-Parisi-Zhang (KPZ) equation is

$$\partial_t h=\nu\,\partial_x^2h+\frac{\lambda}{2}(\partial_xh)^2+\eta,\qquad \langle\eta(x,t)\eta(x',t')\rangle=2D\,\delta(x-x')\delta(t-t'). \tag{1}$$

Here $\nu>0$ is the smoothing coefficient, $\lambda$ the nonlinearity and $D$ the noise strength. The noise $\eta$ is Gaussian with zero mean. Put $A=D/\nu$.

Equation (1) lets height, lateral length and time carry independent units $H$, $X$ and $T$. Its terms then require

$$[\nu]=\frac{X^2}{T},\quad [D]=\frac{H^2X}{T},\quad [A]=\frac{H^2}{X},\quad [\lambda]=\frac{X^2}{HT}.$$

Suppose that on large scales the line remembers $A$ and $\lambda$, but neither $\nu$ separately nor the short-distance cutoff. Since $[\lambda A^2t]=H^3$ and $[\lambda^2At^2]=X^3$, the width $W$ and the correlation length $\xi$ must obey

$$W\propto(|\lambda|A^2t)^{1/3},\qquad \xi\propto(\lambda^2At^2)^{1/3}. \tag{2}$$

Eliminating $t$ gives $W\propto(A\xi)^{1/2}$. The growth exponent is therefore $1/3$ and the roughness exponent $1/2$. What needs justification is that $A$ and $\lambda$ keep their values on large scales. The stationary measure secures $A$, and tilt symmetry secures $\lambda$.

## Assumptions and theorem

The line is periodic with length $L$. Its fluctuations about a possible mean tilt are

$$h(x,t)=\sum_k c_k(t)e^{ikx},\qquad k=2\pi n/L,\quad |k|\le\Lambda,\quad c_{-k}=c_k^*.$$

The cutoff $\Lambda$ is needed because the mean of $(\partial_xh)^2$ diverges without it. Noise and nonlinear term are projected onto the retained modes by an operator $Q$. The uniform mean velocity, which depends on $\Lambda$, is subtracted when fluctuations are discussed.

For a scale factor $b$, define

$$h_b(x,t)=b^{-\alpha}h(bx,b^zt). \tag{3}$$

**Scaling hypothesis.** For $L\to\infty$ and then $b\to\infty$, suitable $\alpha$ and $z$ give $h_b$ a nontrivial limiting law, for stationary and for flat starts. A fixed mean tilt imposed on $h_b$ makes its pattern drift at a finite, nonzero speed in this limit.

The second sentence says that a tilt comparable with the natural slope on scale $b$ carries the pattern over a distance of order $b$ during the relaxation time of that scale.

**Theorem.** Let $\lambda\ne0$.

(a) The stationary slopes of (1) are Gaussian and independent of $\lambda$, and $\alpha=1/2$.

(b) Under the scaling hypothesis, $z=3/2$, and a flat line roughens as $W\propto t^\beta$ with $\beta=\alpha/z=1/3$.

Part (a) does not use the dynamic hypothesis. Part (b) does: the two symmetries do not prove that a scaling limit exists.

## Lemma 1: the stationary measure

**Lemma 1.** The weight

$$P[h]\propto\exp\left[-\frac{1}{2A}\int_0^L(\partial_xh)^2dx\right] \tag{4}$$

is stationary for every $\lambda$.

**Proof.** Write $N=(\lambda/2)Q(\partial_xh)^2$. The probability density obeys the Fokker-Planck equation

$$\partial_tP=-\int dx\,\frac{\delta}{\delta h}\left[(\nu\partial_x^2h+N)P-D\frac{\delta P}{\delta h}\right],$$

with functional derivatives restricted to the retained modes. Varying the exponent of (4) and integrating once by parts gives

$$\frac{\delta P}{\delta h}=\frac{\partial_x^2h}{A}P .$$

The linear part of the current is then

$$\nu(\partial_x^2h)P-\frac{D}{A}(\partial_x^2h)P=0,$$

because $D/A=\nu$. The nonlinear part leaves

$$\partial_tP=-P\left[\int dx\,\frac{\delta N}{\delta h}+\frac1A\int dx\,N\,\partial_x^2h\right]. \tag{5}$$

For the first term, use the Fourier form

$$N_k=-\frac{\lambda}{2}\sum_{p+q=k}pq\,c_pc_q .$$

The variable $c_k$ enters $N_k$ through the pairs $(p,q)=(k,0)$ and $(0,k)$. Both have $pq=0$, so $\partial N_k/\partial c_k=0$ and the divergence vanishes.

For the second term, $Q$ can be moved onto $\partial_x^2h$, which it leaves unchanged:

$$\int N\,\partial_x^2h\,dx=\frac{\lambda}{2}\int(\partial_xh)^2\partial_x^2h\,dx=\frac{\lambda}{6}\int\partial_x\big[(\partial_xh)^3\big]dx=0$$

by periodicity. Both terms of (5) vanish. $\square$

The weight does not confine the mean height $c_0$, which wanders freely. It is normalizable for the slopes. With finitely many modes, each driven by noise, this is the one stationary slope distribution.

**Remark on dimension.** In two dimensions the corresponding integral is $\int\nabla^2h\,|\nabla h|^2$, which need not vanish. Take $h=\cos x+\cos y+\cos(x+y)$. Then

$$\nabla^2h=-\cos x-\cos y-2\cos(x+y).$$

The cross terms of $|\nabla h|^2$ contain $2\sin x\sin(x+y)=\cos y-\cos(2x+y)$ and $2\sin y\sin(x+y)=\cos x-\cos(x+2y)$. Its squared terms contribute constants and second harmonics, which average to zero against $\nabla^2h$. What survives is $-\langle\cos^2x\rangle-\langle\cos^2y\rangle=-1$. This proof, and the value $\alpha=1/2$ drawn from it, therefore do not carry over to a growing film surface.

## Lemma 2: tilt symmetry

**Lemma 2.** If $h$ solves (1), then

$$h'(x,t)=h(x+\lambda\epsilon t,t)+\epsilon x+\frac{\lambda\epsilon^2}{2}t \tag{6}$$

solves (1) with noise of the same law, for any constant tilt $\epsilon$.

**Proof.** Evaluate $h$ and its derivatives at $X=x+\lambda\epsilon t$. The chain rule gives

$$\partial_xh'=\partial_Xh+\epsilon,\qquad \partial_x^2h'=\partial_X^2h,$$

$$\partial_th'=\partial_th+\lambda\epsilon\,\partial_Xh+\frac{\lambda\epsilon^2}{2}.$$

Substitute (1) for $\partial_th$ and complete the square:

$$\partial_th'=\nu\partial_X^2h+\frac\lambda2\left[(\partial_Xh)^2+2\epsilon\,\partial_Xh+\epsilon^2\right]+\eta(X,t)=\nu\partial_x^2h'+\frac\lambda2(\partial_xh')^2+\eta(X,t).$$

The shifted noise has covariance

$$2D\,\delta\big(x-x'+\lambda\epsilon(t-t')\big)\delta(t-t')=2D\,\delta(x-x')\delta(t-t'),$$

since the second delta function sets $t=t'$. The projection $Q$ commutes with translations, so the cutoff does no harm. $\square$

This is called Galilean symmetry because the slope $u=\partial_xh$ behaves like a velocity: adding $\epsilon$ to it makes the pattern drift at $-\lambda\epsilon$. The same $\lambda$ fixes the increase $\lambda\epsilon^2/2$ of the mean growth speed. Noise with a finite memory time would break the last step of the proof.

## Proof of the theorem

**Part (a).** By Parseval's identity the exponent in (4) is

$$-\frac{L}{2A}\sum_kk^2|c_k|^2=-\frac{L}{A}\sum_{k>0}k^2|c_k|^2 .$$

A complex Gaussian variable with weight $e^{-a|c|^2}$ has $\langle|c|^2\rangle=1/a$. Hence

$$\langle|c_k|^2\rangle=\frac{A}{Lk^2}. \tag{7}$$

On an infinite line, at distances well above the cutoff length, slopes are uncorrelated with covariance $A\delta(x-x')$. Integrating them gives

$$\langle[h(x)-h(0)]^2\rangle=\int_0^{|x|}\!\int_0^{|x|}A\,\delta(y-y')\,dy\,dy'=A|x|. \tag{8}$$

A typical height difference grows as $|x|^{1/2}$, so $\alpha=1/2$. For a periodic line with the cutoff length negligible,

$$W_{\rm sat}^2=\sum_{k\ne0}\frac{A}{Lk^2}=\frac{2AL}{4\pi^2}\sum_{n=1}^\infty\frac1{n^2}=\frac{AL}{12}. \tag{9}$$

**Part (b).** Insert (3) into (1). A time derivative brings $b^{z-\alpha}$, while $\partial_xh=b^{\alpha-1}\partial_xh_b$ and $\partial_x^2h=b^{\alpha-2}\partial_x^2h_b$ at corresponding points. The coefficients for $h_b$ are therefore

$$\nu_b=b^{z-2}\nu,\qquad \lambda_b=b^{\alpha+z-2}\lambda. \tag{10}$$

The noise $b^{z-\alpha}\eta(bx,b^zt)$ has covariance prefactor $b^{2z-2\alpha}b^{-1-z}2D$, so

$$D_b=b^{z-2\alpha-1}D. \tag{11}$$

Equation (1) with these coefficients has its own tilt symmetry. A fixed tilt $\epsilon$ of $h_b$ produces drift of magnitude $|\lambda_b\epsilon|=b^{\alpha+z-2}|\lambda\epsilon|$. By hypothesis this tends to a finite, nonzero value, so

$$\alpha+z=2,\qquad z=2-\tfrac12=\tfrac32. \tag{12}$$

For a flat start on a line of length $L$, scaling gives $W=L^\alpha f(t/L^z)$. While the correlation length is much smaller than $L$, the width cannot depend on $L$. This requires $f(s)\propto s^{\alpha/z}$, because then $L^\alpha L^{-z\alpha/z}=1$. Therefore $W\propto t^{\alpha/z}=t^{1/3}$. $\square$

**Remark on other values of $z$.** The following argument is heuristic, but it shows why the hypothesis is natural. With $\alpha=1/2$ and $z>3/2$, $\lambda_b$ diverges. Slopes of order one on larger scales would then sweep the pattern infinitely far in finite rescaled time. With $z<3/2$, all of $\nu_b$, $\lambda_b$ and $D_b$ tend to zero, which suggests a frozen limit. At $z=3/2$, $\nu_b$ and $D_b$ still vanish as $b^{-1/2}$, with ratio $A$. This does not permit setting $\nu=D=0$ at the start: the limit is singular, and small scales continue to supply effective smoothing and noise.

## The linear limit and the crossover

For $\lambda=0$ the drift in the scaling hypothesis vanishes, so part (b) does not apply. Each mode then obeys

$$\frac{d}{dt}\langle|c_k|^2\rangle=-2\nu k^2\langle|c_k|^2\rangle+\frac{2D}{L}.$$

With a flat start its solution is $(A/Lk^2)(1-e^{-2\nu k^2t})$. Replacing the mode sum by an integral, and integrating by parts, gives

$$W_{\rm lin}^2=\frac A\pi\int_0^\infty\frac{1-e^{-2\nu k^2t}}{k^2}dk=\frac A\pi\int_0^\infty4\nu t\,e^{-2\nu tk^2}dk=A\sqrt{\frac{2\nu t}{\pi}}. \tag{13}$$

Thus $\beta=1/4$ and $z=2$, although $\alpha$ is still $1/2$. The stationary profile does not distinguish the two kinds of growth; their dynamics does.

For $\lambda\ne0$, the dimensional result (2) can be written as

$$W^2=c\,(\Gamma t)^{2/3},\qquad \Gamma=\frac{|\lambda|A^2}{2}, \tag{14}$$

where $c$ is a number for flat starts. Equating (13) and (14), then dividing by $t^{1/2}$, gives the crossover time

$$t_\times=\left[\frac{A\sqrt{2\nu/\pi}}{c\,\Gamma^{2/3}}\right]^6\propto\frac{\nu^3}{\lambda^4A^2}. \tag{15}$$

## What a simulation gives

The hypothesis can be examined by integrating the truncated equation. The runs described here use $\nu=A=1$, $\lambda=4$, $L=512$, 255 positive wavenumbers and 48 independent copies. Steps of 0.04 alternate the exact noisy linear evolution with a fourth-order Runge-Kutta step of the nonlinear term. Growth exponents are fitted for times from 6 to 40.

From a flat start, the late spectrum for $0.4<k<3$ gives $\alpha=0.499$. The width gives $\beta=0.318\pm0.011$. From a stationary start, the variance of $h(x,t)-h(x,0)$ gives $\beta=0.321\pm0.004$. The uncertainties are standard errors from groups of copies. The second value lies about three standard errors below $1/3$, which suggests a systematic bias. The cutoff offset derived in the next paragraph acts on these runs as well. It raises both fits by about 0.006, so a pure $t^{2/3}$ law would be fitted as $\beta\simeq0.34$, and the deficit to be explained is nearer 0.02. A slow approach from the linear value $1/4$ would have this sign, but that cause is a conjecture.

With $\lambda=0$, the stationary-start fit gives $0.263\pm0.002$. Here the excess over $1/4$ can be derived. The full variance is $2A\sqrt{\nu t/\pi}$, and the modes above $\Lambda=2\pi(255)/512=3.13$ would have contributed $2A/(\pi\Lambda)=0.20$. The variance is thus $2.76-0.20=2.56$ at $t=6$ and $7.14-0.20=6.94$ at $t=40$. Half the logarithmic slope between these points is

$$\frac12\,\frac{\ln(6.94/2.56)}{\ln(40/6)}=0.263 .$$

The time at which a mode's autocorrelation falls to one half, fitted over $0.2<k<0.7$, gives $z=1.50$ for $\lambda=4$ and $1.95$ for $\lambda=0$. The linear value is known to be 2. The shortfall is of the size of the sampling scatter, about 0.04 for these slowly decaying modes, and it does not bound the systematic error at $\lambda=4$. The two kinds of dynamics are clearly separated.

The slope of $W^2$ against $(\Gamma t)^{2/3}$ gives $c=0.596\pm0.031$. The known Fredholm-determinant distribution for flat KPZ growth, evaluated by Gauss-Legendre quadrature, has variance $0.638$ in the same normalization. The simulated amplitude is 7% lower, or 1.4 standard errors.

## Example: the edge of a growing MoS2 monolayer

The edge of a two-dimensional crystal is a one-dimensional front. Take a thermally rough edge of a MoS2 domain in chemical vapour deposition. The parameters are round: temperature 1100 K, so $k_BT=0.0948$ eV; cell area $\Omega=0.09$ nm²; edge stiffness $g=1$ eV/nm; driving force $\Delta\mu=0.1$ eV per cell; edge speed $v=10$ nm/s; and growth time 600 s.

**Coefficients.** If the normal speed does not depend on direction, geometry gives $\partial_th=v\sqrt{1+(\partial_xh)^2}\simeq v+(v/2)(\partial_xh)^2$, so $\lambda=v$. Let cells attach at rate $f$ per unit length and time. Let them detach independently at rate $f\exp[-(\Delta\mu-\Omega g\kappa)/k_BT]$, where $\kappa\simeq-\partial_x^2h$ is positive on a bump. With $y=\Delta\mu/k_BT$, a straight edge has $v=\Omega f(1-e^{-y})$. Differentiating the speed with respect to $\kappa$ gives

$$\nu=-\frac{dv}{d\kappa}=\frac{\Omega^2fg}{k_BT}e^{-y}=\frac{v\Omega g}{k_BT(e^y-1)}.$$

Variances of independent random events add, so $2D=\Omega^2f(1+e^{-y})$. Therefore

$$D=\frac{v\Omega}{2}\coth\frac y2,\qquad A=\frac D\nu=\frac{k_BT}{2g}(e^y+1). \tag{16}$$

For $y\to0$, $A$ tends to its equilibrium value $k_BT/g$. In that limit, at fixed $f$, $v$ vanishes while $\nu$ stays finite, so $t_\times$ diverges: the roughness of an edge close to equilibrium follows the linear theory for a long time.

**Numbers.** Here $y=1.055$ and $e^y=2.872$. Hence

$$\nu=\frac{10\times0.09\times1}{0.0948\times1.872}=5.07\ \text{nm}^2/\text{s},\qquad A=\frac{0.0948\times3.872}{2}=0.1835\ \text{nm},$$

and $\Gamma=0.168$ nm³/s. With the simulated $c$,

$$W=\sqrt{0.596\,(0.168\times600)^{2/3}}\ \text{nm}=3.6\ \text{nm}.$$

The determinant value $c=0.638$ gives 3.7 nm. It is the better amplitude, since the simulated one carries a 5% error. For these coefficients the width is best taken as 3.7 nm, uncertain by about 0.1 nm. The edge has advanced 6 µm. Linear theory with the same $\nu$ and $A$ would give 2.8 nm. Equation (15) gives $t_\times=36$ s, well below the growth time. Because $c$ enters to the sixth power, using $0.638$ instead would lower $t_\times$ by about a third.

Define the correlation length as the length whose saturated width equals $W$. By (9), $\xi=12W^2/A\simeq850$ nm. An edge of 10 µm is much longer, so its finite length has little influence at 600 s. Its saturated width is 12 nm, which law (14) would reach after $2.4\times10^4$ s, or about 7 hours. This time is formal only. The edge would by then have advanced about 240 µm, far more than its own length and more than the supply length chosen below, so supply by diffusion would no longer be a small effect. A fixed length is itself an idealization: the side of a triangular domain lengthens by 21 µm during a 6 µm advance.

**Slopes.** The next term in the square root is $-(\partial_xh)^4/8$. For Gaussian slopes of variance $\sigma^2$, its mean relative to the quadratic term has magnitude $(3\sigma^4/8)/(\sigma^2/2)=3\sigma^2/4$. Averaged over a length $\ell_0$, $\sigma^2=A/\ell_0$. The ratio is 0.46 at the cell size $\sqrt\Omega=0.3$ nm, but 0.014 at 10 nm. The quadratic form is therefore good on the larger scale. The linear smoothing law also requires $\Omega g|\kappa|\ll k_BT$, which fails for bumps one cell in size. The values of $\lambda$ and $A$ on larger scales may therefore differ from the estimates above, by an amount not calculated here. The widths quoted in this example are estimates from (9), (13) and (14) for the stated coefficients.

**Crystal anisotropy.** For speed $v(\theta)$ with $\theta=\arctan s$, $s=\partial_xh$ and $v'(0)=0$,

$$v(\theta)\sqrt{1+s^2}\simeq v(0)+\tfrac12[v(0)+v''(0)]s^2,$$

so $\lambda=v(0)+v''(0)$. With $v=v_0(1+e\cos3\theta)$ this is $v_0(1-8e)$, which vanishes at $e=0.125$. For $e=0.05$ the edge faces a direction of fastest growth, and $\lambda/v(0)=0.6/1.05=0.57$. At fixed $v(0)$, $\nu$ and $A$, law (14) reduces the width by the factor $0.57^{1/3}=0.83$, to 3.0 nm. However, $t_\times$ grows by $0.57^{-4}\simeq9$, to over 300 s. The edge is then still in the crossover, where law (14) is not yet accurate, so 3.0 nm is only a rough estimate. In the crossover the width lies above both the linear value and law (14), here near 3.2 nm. For $e=-0.05$ the edge faces a direction of slowest growth, and $\lambda/v(0)=1.4/0.95=1.47$, so law (14) gives a larger width instead.

**Supply by diffusion.** Let the excess concentration $C$ obey the steady diffusion equation ahead of the edge. At the edge, $\ell\,\partial_yC=C$, where $\ell$ is diffusivity divided by attachment coefficient, and the speed is proportional to $C$. A straight edge has $C=C_0(1+y/\ell)$, with $y$ now the distance ahead. A bump $h_ke^{ikx}$ adds $\delta\,e^{ikx-ky}$, and the linearized boundary condition is

$$-k\ell\delta=\delta+\frac{C_0h_k}{\ell}\quad\Rightarrow\quad \delta=-\frac{C_0h_k}{\ell(1+k\ell)}.$$

The concentration at the displaced edge changes by $\delta+C_0h_k/\ell=C_0h_kk/(1+k\ell)$. For $k\ell\gg1$, diffusion hardly weakens the smoothing by $\nu$, and the bump grows approximately at rate

$$\frac{v}{\ell+1/k}-\nu k^2 .$$

For a chosen $\ell=100$ µm and the wavelengths that fit on the 10 µm edge, $k\ell$ exceeds 60 and the largest rate times 600 s is 0.058. This amplifies a bump by about 6%. Since the rate is below $v/\ell$, the effect stays small when the advance $vt$ is much less than $\ell$.

**Comparison with real domains.** Micrometre-sized MoS2 domains and growth near this temperature are realistic in order of magnitude. The stiffness, driving force and supply length are chosen values, not measurements. Many domains are triangles with straight, faceted edges. Such edges can grow by the nucleation and spreading of new atomic rows, which the attachment model used here leaves out, so 3.6 nm is not a prediction for them. The estimate also assumes an edge that starts straight. A domain grown from a small seed at a direction-independent speed is round, and KPZ fluctuations of such a curved front have the larger amplitude $c\simeq0.81$. For rough edges, speed anisotropy can matter strongly: if the edge faces a direction of fastest growth, a 5% modulation lowers $\lambda$ by 43% at fixed $v(0)$, and the edge is still between linear and KPZ growth at 600 s.
